# Roothaan-Hall Equations for Closed Shells in a Nonorthogonal Basis

## Definitions and conventions

The system has $N$ electrons, $N$ even, moving around fixed nuclei. The wavefunction is restricted to one Slater determinant in which $N/2$ real spatial orbitals $\phi_i$ each hold two electrons, one of each spin. The algebra is in atomic units. Energies are quoted in eV and lengths in angstrom.

The orbitals are expanded in $K\ge N/2$ fixed, real, linearly independent functions $\chi_m$, which need not be orthogonal:

$$\phi_i=\sum_m \chi_m C_{mi}.$$

Letters $m,n,l,s$ label basis functions and $i,j$ label occupied orbitals. Except where the full eigenvalue problem is solved, which also gives the virtual orbitals, $C$ is the $K\times N/2$ matrix of occupied coefficients. The matrices needed are

$$S_{mn}=\int\chi_m\chi_n\,d^3r,\qquad H_{mn}=\int\chi_m\left(-\tfrac12\nabla^2+V_{\rm nuc}\right)\chi_n\,d^3r,$$

$$(mn,ls)=\iint \chi_m(1)\chi_n(1)\,\frac{1}{r_{12}}\,\chi_l(2)\chi_s(2)\,d^3r_1d^3r_2,$$

$$P_{mn}=2\sum_i C_{mi}C_{ni},\quad\text{or}\quad P=2CC^T.$$

In $(mn,ls)$ the first pair belongs to electron 1 and the second to electron 2. Because the functions are real, the integral is unchanged by swapping the members of a pair or by swapping the pairs. Complex functions would require conjugates and a fixed index order, so the formulas below must not be used for them unchanged.

The result to be derived is

$$FC=SC\varepsilon,\qquad F_{mn}=H_{mn}+\sum_{ls}P_{ls}\left[(mn,ls)-\tfrac12(ml,ns)\right],\qquad E=\tfrac12\,{\rm Tr}\,P(H+F).$$

Here $E$ is the electronic energy. The nuclear repulsion is a constant to be added at the end.

## Energy of the determinant

Let $\psi_a$ be the $N$ orthonormal spin orbitals. The determinant is $(N!)^{-1/2}\sum_\pi {\rm sgn}(\pi)\prod_k\psi_{\pi(k)}(k)$. The Hamiltonian treats all electrons alike, so each of the $N!$ permutations in the bra gives the same contribution after relabelling the electrons. This cancels the factor $1/N!$:

$$E=\sum_\pi {\rm sgn}(\pi)\,\langle\psi_1\psi_2\cdots\psi_N|\hat H|\psi_{\pi(1)}\psi_{\pi(2)}\cdots\psi_{\pi(N)}\rangle .$$

A one-electron operator acts on one electron. The other $N-1$ factors are overlaps, which vanish unless $\pi$ leaves those labels in place, so $\pi$ is the identity. The operator $1/r_{12}$ acts on two electrons, so $\pi$ is either the identity or the swap of their two labels, which has sign $-1$. Hence

$$E=\sum_a\langle a|h|a\rangle+\tfrac12\sum_{ab}\left(\langle ab|r_{12}^{-1}|ab\rangle-\langle ab|r_{12}^{-1}|ba\rangle\right).$$

The factor $\tfrac12$ counts each pair once, and the terms $a=b$ cancel.

Now sum over spin. Each spatial orbital occurs twice in the one-electron term. For spatial orbitals $i,j$ there are four spin combinations in the Coulomb term, giving $\tfrac12\cdot4=2$. The exchange term requires equal spins, which leaves two combinations and gives $\tfrac12\cdot2=1$. Therefore

$$E=2\sum_i h_{ii}+\sum_{ij}(2J_{ij}-K_{ij}),\qquad J_{ij}=(ii,jj),\quad K_{ij}=(ij,ij).$$

For one doubly occupied orbital $J_{11}=K_{11}$, and the repulsion is $2J_{11}-K_{11}=J_{11}$: one pair of electrons repelling once.

## The energy in terms of the density matrix

Insert the expansion. The one-electron part is

$$2\sum_i h_{ii}=2\sum_i\sum_{mn}C_{mi}C_{ni}H_{mn}=\sum_{mn}P_{mn}H_{mn}.$$

In the Coulomb part, $m,n$ come from orbital $i$ and $l,s$ from orbital $j$. Each sum over an orbital supplies $P/2$:

$$2\sum_{ij}J_{ij}=2\sum_{mnls}\frac{P_{mn}}2\frac{P_{ls}}2(mn,ls)=\tfrac12\sum_{mnls}P_{mn}P_{ls}(mn,ls).$$

In $K_{ij}$ each electron carries one factor $\phi_i$ and one factor $\phi_j$. With the same assignment of letters, electron 1 carries $m,l$ and electron 2 carries $n,s$:

$$-\sum_{ij}K_{ij}=-\tfrac14\sum_{mnls}P_{mn}P_{ls}(ml,ns).$$

Define $A_{mn,ls}=(mn,ls)-\tfrac12(ml,ns)$. Then

$$E=\sum_{mn}P_{mn}H_{mn}+\tfrac12\sum_{mnls}P_{mn}P_{ls}A_{mn,ls}.$$

With $F_{mn}=H_{mn}+\sum_{ls}P_{ls}A_{mn,ls}$, the double sum is ${\rm Tr}\,P(F-H)$, so

$$E={\rm Tr}\,PH+\tfrac12{\rm Tr}\,P(F-H)=\tfrac12{\rm Tr}\,P(H+F).$$

No stationarity has been used. The formula holds for any orthonormal occupied set, provided that $F$ is built from the same $P$. If $P'$ is combined with a Fock matrix built from an older $P$, the trace differs from $E[P']$ by $\tfrac12\sum P'_{mn}(P_{ls}-P'_{ls})A_{mn,ls}$.

Orthonormality of the orbitals reads $C^TSC=1$. It gives two checks on any density matrix built as $P=2CC^T$ from such orbitals:

$${\rm Tr}\,PS=2\,{\rm Tr}\,C^TSC=N,\qquad PSP=4C(C^TSC)C^T=2P.$$

The trace of $P$ alone is not the electron number unless the overlaps happen to make it so.

## Stationarity

First vary $C$ without the constraint, treating $E$ as the polynomial in $P$ above with $P=2CC^T$. Swapping the electrons gives $(mn,ls)=(ls,mn)$, and swapping the members of each pair gives $(ml,ns)=(lm,sn)$. Thus $A_{mn,ls}=A_{ls,mn}$, and the two first-order terms from the quadratic part are equal:

$$\delta E=\sum_{mn}\delta P_{mn}\Big(H_{mn}+\sum_{ls}P_{ls}A_{mn,ls}\Big)={\rm Tr}\,F\,\delta P .$$

The factor $\tfrac12$ in the energy has been removed by this doubling, which is why $F$ contains the full repulsion and $E$ half of it.

The matrix $F$ is symmetric. For the exchange part, $\sum P_{ls}(nl,ms)=\sum P_{ls}(ms,nl)$, and renaming $l\leftrightarrow s$ with $P_{ls}=P_{sl}$ returns $\sum P_{ls}(ml,ns)$. Using $\delta P=2(\delta C\,C^T+C\,\delta C^T)$ and this symmetry,

$$\delta E=4\,{\rm Tr}\,\delta C^TFC,\qquad \frac{\partial E}{\partial C_{mi}}=4(FC)_{mi}.$$

The constraint $C^TSC=1$ is a symmetric matrix equation, so its multipliers form a symmetric matrix $\varepsilon$. Take

$$L=E-2\,{\rm Tr}\,\varepsilon(C^TSC-1).$$

The variation of the last term is $-4\,{\rm Tr}\,\delta C^TSC\varepsilon$. Setting $\delta L=0$ for every $\delta C$ gives

$$FC=SC\varepsilon,\qquad \varepsilon=C^TFC,$$

where the second equation follows on multiplying the first by $C^T$. The multipliers exist because the constraints are independent: $SC\Lambda=0$ implies $\Lambda=0$ after multiplication by $C^T$.

Conversely, suppose $FC=SC\varepsilon$. An allowed variation obeys $\delta C^TSC+C^TS\delta C=0$, and since $\varepsilon$ is symmetric,

$$\delta E=4\,{\rm Tr}\,\delta C^TSC\varepsilon=2\,{\rm Tr}\,(\delta C^TSC+C^TS\delta C)\varepsilon=0 .$$

The equation is therefore necessary and sufficient for a stationary energy. It does not distinguish a minimum from a saddle point or a maximum.

**Diagonal form.** Let $U$ be the orthogonal matrix that diagonalizes $\varepsilon$, and set $C'=CU$. Then $P'=2CUU^TC^T=P$, so $F$ and $E$ are unchanged, while $FC'=SC'(U^T\varepsilon U)$. The occupied orbitals can thus be chosen with $\varepsilon$ diagonal, and each column obeys $Fc_i=\varepsilon_iSc_i$.

**Gradient away from the solution.** An implementation can use the energy of a determinant whose orbitals are not kept orthonormal. Let $M=C^TSC$. The columns of $CM^{-1/2}$ are orthonormal and span the same space as those of $C$, so their determinant differs only by a constant factor and has the same energy. Its density matrix is $P=2CM^{-1/2}M^{-1/2}C^T=2CM^{-1}C^T$. At a point where $M=1$, $\delta(M^{-1})=-\delta M$, and

$$\delta E=4\,{\rm Tr}\,\delta C^TFC-2\,{\rm Tr}\,(C^TFC)\,\delta M .$$

Substituting $\delta M=\delta C^TSC+C^TS\delta C$ gives the gradient

$$g=4\left(FC-SCC^TFC\right),$$

which vanishes precisely when the Roothaan-Hall equation holds.

## Solving the equations

For any coefficient vector $v\ne0$, $v^TSv=\int(\sum_m v_m\chi_m)^2d^3r>0$, because the functions are linearly independent. Hence $S^{-1/2}$ exists. With $C=S^{-1/2}\tilde C$, multiplication by $S^{-1/2}$ from the left turns the problem into an ordinary symmetric one:

$$\left(S^{-1/2}FS^{-1/2}\right)\tilde C=\tilde C\varepsilon .$$

It has $K$ orthonormal eigenvectors. Of these, $N/2$ are occupied and the others are the virtual orbitals. If $S$ has a very small eigenvalue $\sigma$, the factor $\sigma^{-1/2}$ amplifies rounding errors, and nearly dependent combinations should be removed. For an orthonormal basis $S=1$ and the equation reduces to $FC=C\varepsilon$.

Since $F$ depends on $P$, the equations are solved by iteration:

1. Choose a starting $P$, for example from the lowest eigenvectors of $Hc=\varepsilon Sc$.
2. Build $F$ from $P$ and evaluate $E=\tfrac12{\rm Tr}\,P(H+F)$.
3. Solve $FC=SC\varepsilon$, occupy $N/2$ eigenvectors and form a new $P$.
4. Repeat until $P$ no longer changes within a set tolerance.

Occupying the lowest levels in step 3 is a selection rule. The stationarity condition does not impose it. Nor does the derivation guarantee convergence; mixing old and new density matrices changes the path but leaves the fixed points where they are. A mixed matrix keeps ${\rm Tr}\,PS=N$ but in general violates $PSP=2P$, so no determinant then has this density matrix, and the trace in step 2 need not be the energy of the current orbitals until the iteration has converged.

A convergence measure that does not depend on the choice of orbitals is $FPS-SPF$. At a solution $FPS=2SC\varepsilon C^TS$, which is symmetric and so equals its transpose $SPF$. Conversely, if $P=2CC^T$ with $C^TSC=1$, then $PSC=2C$, and multiplying $FPS=SPF$ by $C$ from the right gives $2FC=2SCC^TFC$, the stationarity condition. For a mixed matrix the converse can fail: $P=(N/K)S^{-1}$ has ${\rm Tr}\,PS=N$ and makes $FPS-SPF$ vanish for any $F$, so the measure should be evaluated with an unmixed $P$ and the $F$ built from it.

**Orbital energies.** Write the repulsion energy as $V_{ee}=\tfrac12{\rm Tr}\,P(F-H)$. Then

$$2\sum_i\varepsilon_i=2\,{\rm Tr}\,C^TFC={\rm Tr}\,PF={\rm Tr}\,PH+2V_{ee}=E+V_{ee}.$$

Twice the sum over occupied levels, one level for each electron, therefore contains the repulsion energy twice. It equals $E$ when there is no repulsion.

## Helium with two Slater functions

### Integrals

Take $\chi_a=(a^3/\pi)^{1/2}e^{-ar}$ with exponents $2.5$ and $5.0$ Å$^{-1}$. These are round values, not optimized ones. Each product of two functions is $(ab)^{3/2}\pi^{-1}e^{-pr}$ with $p=a+b$. From $\int e^{-pr}d^3r=8\pi/p^3$ and $\int r^{-1}e^{-pr}d^3r=4\pi/p^2$,

$$S_{ab}=\frac{8(ab)^{3/2}}{(a+b)^3},\qquad V_{ab}=-\frac{4Z(ab)^{3/2}}{(a+b)^2}.$$

For the kinetic energy, integrate by parts. Since $\nabla\chi_a=-a\chi_a\hat r$,

$$T_{ab}=\tfrac12\int\nabla\chi_a\cdot\nabla\chi_b\,d^3r=\tfrac12ab\,S_{ab}.$$

For the repulsion, the potential of the charge cloud $e^{-qr}$ is the sum of an inner and an outer part:

$$U(r)=\frac{4\pi}{r}\int_0^r x^2e^{-qx}dx+4\pi\int_r^\infty xe^{-qx}dx
=4\pi\left[\frac{2(1-e^{-qr})}{q^3r}-\frac{e^{-qr}}{q^2}\right].$$

Integrating against $e^{-pr}$ with weight $4\pi r^2$ gives

$$I=16\pi^2\left[\frac{2}{q^3}\left(\frac1{p^2}-\frac1{(p+q)^2}\right)-\frac{2}{q^2(p+q)^3}\right].$$

The inner bracket equals $q(2p+q)/[p^2(p+q)^2]$. Over the common denominator the numerator is $2[(2p+q)(p+q)-p^2]=2(p^2+3pq+q^2)$, so

$$I(p,q)=\frac{32\pi^2(p^2+3pq+q^2)}{p^2q^2(p+q)^3},\qquad (ab,cd)=\frac{(abcd)^{3/2}}{\pi^2}I(a+b,c+d).$$

With exponents in Å$^{-1}$, $T$ is multiplied by $\hbar^2/m=7.61996$ eV Å$^2$, and $V$ and the repulsion by $e^2/4\pi\epsilon_0=14.39965$ eV Å. The overlap is $S_{12}=0.838052$. In eV,

- $H_{11}=-48.1858$, $H_{12}=-50.5954$, $H_{22}=-48.7469$;
- $(11,11)=22.4994$, $(11,12)=22.4458$, $(11,22)=29.3326$;
- $(12,12)=23.7031$, $(12,22)=32.1922$, $(22,22)=44.9989$.

### First cycle

The bare-nucleus problem $Hc=\varepsilon Sc$ has lowest level $-53.8989$ eV and $c=(0.508072,\,0.535022)$. Thus

$$P_{11}=0.516274,\quad P_{12}=0.543659,\quad P_{22}=0.572497 .$$

Writing out the sum over $l,s$ gives

$$F_{11}=H_{11}+\tfrac12P_{11}(11,11)+P_{12}(11,12)+P_{22}\left[(11,22)-\tfrac12(12,12)\right],$$

$$F_{12}=H_{12}+\tfrac12P_{11}(11,12)+P_{12}\left[\tfrac32(12,12)-\tfrac12(11,22)\right]+\tfrac12P_{22}(12,22),$$

$$F_{22}=H_{22}+P_{11}\left[(11,22)-\tfrac12(12,12)\right]+P_{12}(12,22)+\tfrac12P_{22}(22,22).$$

In eV, term by term,

$$F_{11}=-48.186+5.808+12.203+10.008=-20.167,$$
$$F_{12}=-50.595+5.794+11.356+9.215=-24.230,$$
$$F_{22}=-48.747+9.025+17.502+12.881=-9.339 .$$

The energy of this starting determinant contains the off-diagonal term twice:

$$E=\tfrac12\left(-35.289-81.359-33.254\right)=-74.951\ {\rm eV}.$$

For normalized functions, $\det(F-\varepsilon S)=0$ is

$$(1-S_{12}^2)\varepsilon^2-(F_{11}+F_{22}-2S_{12}F_{12})\varepsilon+F_{11}F_{22}-F_{12}^2=0,$$

or $0.297668\,\varepsilon^2-11.1057\,\varepsilon-398.750=0$ with $\varepsilon$ in eV. The roots are $-22.4256$ and $59.7345$ eV. The first row of $(F-\varepsilon S)c=0$ at the lower root gives

$$\frac{c_2}{c_1}=-\frac{F_{11}-\varepsilon}{F_{12}-\varepsilon S_{12}}=\frac{2.2584}{5.4364}=0.4154 .$$

Normalization, $c_1^2(1+2S_{12}x+x^2)=1$ with $x=c_2/c_1$, then gives $c=(0.731491,\,0.303883)$. Repulsion has moved weight from the compact function to the diffuse one.

### Self-consistent result

The energies of successive density matrices are $-74.95115$, $-77.82500$, $-77.83088$ and $-77.83090$ eV. At convergence $c=(0.741785,\,0.292790)$, and the electron count is

$${\rm Tr}\,PS=1.100490+0.171452+2(0.434375)(0.838052)=2.0000 .$$

The energy is $E=-77.8309$ eV, or $-2.8602$ hartree. Direct minimization over the ratio $c_2/c_1$, without a Fock matrix, gives the same value. The occupied level is $-25.1606$ eV and $V_{ee}=27.5096$ eV. Twice the level is $-50.3213$ eV, which equals $E+V_{ee}$ and lies far above $E$.

The first function alone gives $2H_{11}+(11,11)=-73.8722$ eV, and the second alone $-52.4949$ eV. A basis of 20 s-type Gaussians gives $-77.8703$ eV by the same method, so the two-function energy lies $0.0394$ eV above that reference. Other quantities are more sensitive to the basis than the energy: in the large basis the occupied level is $-24.9788$ eV and $V_{ee}=27.9126$ eV, which differ from the two-function values by $0.18$ and $0.40$ eV. Both energies omit electron correlation, which a single determinant cannot describe.

With one occupied orbital $\phi$, the Coulomb and exchange sums give the same vector when applied to $c$, namely $2(m\phi,\phi\phi)$. The combination in $F$ therefore acts on $\phi$ as half the Coulomb sum. The matrices themselves differ, as the bracket in $F_{11}$ shows, but they agree in their action on $c$. For two electrons, replacing the whole repulsion part of $F$ by half the Coulomb sum therefore leaves the self-consistent orbital, its level and $E$ unchanged and alters the intermediate cycles and the virtual level (in a basis of more than two functions, in general also the virtual orbitals). With more than one occupied orbital the replacement fails, so the converged energy and occupied level of helium cannot test the index order in the exchange term, whereas those of a system with two occupied orbitals can.

## Lithium hydride: exchange between two orbitals

LiH at a bond length of 1.6 Å in the STO-3G basis has six basis functions and two occupied orbitals. Restricted Hartree-Fock gives, in eV:

- one-electron energy ${\rm Tr}\,PH$: $-338.5118$;
- Coulomb energy $\tfrac12\sum P_{mn}P_{ls}(mn,ls)$: $156.6984$;
- exchange energy $-\tfrac14\sum P_{mn}P_{ls}(ml,ns)$: $-59.1182$.

Their sum is $E=-240.9316$ eV. Here exchange is not half the Coulomb energy in magnitude, so, unlike that of helium, the converged energy changes if $(ml,ns)$ is replaced by $(mn,ls)$ in the exchange term. Adding the nuclear repulsion, $26.9993$ eV, gives a total of $-213.9322$ eV, or $-7.8619$ hartree. This is the value for the small basis and a single determinant, not an estimate of the measured energy. The digits shown in this section describe the STO-3G model only. In the cc-pVQZ basis the same method gives a total of $-217.34$ eV, $3.41$ eV lower, and occupied levels of $-66.56$ and $-8.20$ eV, while the one-electron, Coulomb and exchange energies move by $-0.66$, $-3.47$ and $+0.72$ eV.

The occupied levels are $-63.9131$ and $-7.7626$ eV. Twice their sum, $-143.3514$ eV, again equals $E+V_{ee}$, with $V_{ee}=156.6984-59.1182=97.5802$ eV.

The numerical check evaluates the determinant energy from the full permutation sum, which uses neither $P$ nor $F$. For an arbitrary unconverged determinant, that sum and the trace formula both give $-166.3644$ eV. At the same point the largest entry of $g$ is $93.0572$ eV, and finite differences of the permutation sum reproduce every entry to within $4.5\times10^{-7}$ eV. Minimizing the permutation sum from a perturbed bare-nucleus guess, with no orthonormality imposed, gives $-240.9316$ eV, the self-consistent energy. This supports identifying the solution as a minimum, but a search from one starting point does not prove that it is the global one.

## Where the formulas stop applying

The factors 2 in $P$ and $\tfrac12$ before exchange come from the spin sums for doubly occupied orbitals. With unpaired electrons those sums change, and this $F$ is no longer the derivative of the energy. The basis was held fixed in the variation, so a stationary energy with respect to $C$ does not imply one with respect to exponents or function centres. If the true state needs several determinants of comparable weight, the equations can still be solved, but their solution is then a poor description of that state.

## Computed results

```
HELIUM, two 1s Slater functions
exponents (1/angstrom): 2.5  5.0
e^2/(4 pi eps0) (eV angstrom): 14.39965
hbar^2/m (eV angstrom^2): 7.61996
hartree (eV): 27.21139
overlap S12: 0.838052
kinetic T11 T12 T22 (eV): 23.8124  39.9121  95.2496
nuclear V11 V12 V22 (eV): -71.9982  -90.5074  -143.9965
one-electron H11 H12 H22 (eV): -48.1858  -50.5954  -48.7469
(11,11) (11,12) (11,22) (eV): 22.4994  22.4458  29.3326
(12,12) (12,22) (22,22) (eV): 23.7031  32.1922  44.9989
bare-nucleus lowest level (eV): -53.8989
bare-nucleus c1 c2: 0.508072  0.535022
first P11 P12 P22: 0.516274  0.543659  0.572497
first F11 F12 F22 (eV): -20.1672  -24.2302  -9.3395
first energy (eV): -74.9511
quadratic: coefficient of eps^2: 0.297668
quadratic: coefficient of eps (eV): -11.1057
quadratic: constant (eV^2): -398.750
its two roots (eV): -22.4256  59.7345
new ratio c2/c1: 0.415429
new c1 c2: 0.731491  0.303883
energies of first cycles (eV): -74.95115  -77.82500  -77.83088  -77.83090  -77.83090  -77.83090
cycles to density change below 1e-8: 7
converged c1 c2: 0.741785  0.292790
converged P11 P12 P22: 1.100490  0.434375  0.171452
converged F11 F12 F22 (eV): -23.0586  -26.4116  -11.6681
converged orbital energies (eV): -25.1606  57.2160
electron repulsion (eV): 27.5096
twice occupied orbital energy (eV): -50.3213
helium energy (eV): -77.8309
helium energy (hartree): -2.860233
minimum over mixing ratio (eV): -77.8309
energy, function 1 alone, 2 alone (eV): -73.8722  -52.4949
s Gaussians in large basis: 20
large-basis energy (eV): -77.8703
two-function energy above it (eV): 0.0394
LITHIUM HYDRIDE, RHF/STO-3G, basis functions: 6
bond length (angstrom): 1.6
trial determinant, permutation sum (eV): -166.3644
trial determinant, trace formula (eV): -166.3644
largest trial gradient entry (eV): 93.0572
largest gradient mismatch (eV): 4.5e-07
occupied orbital energies (eV): -63.9131  -7.7626
one-electron energy (eV): -338.5118
Coulomb energy (eV): 156.6984
exchange energy (eV): -59.1182
electronic energy, trace formula (eV): -240.9316
electronic energy, direct minimum (eV): -240.9316
twice sum of occupied levels (eV): -143.3514
nuclear repulsion (eV): 26.9993
total energy (eV): -213.9322
total energy (hartree): -7.861865
```
